# Spontaneous Decay, Level Shift and Lorentzian Line from the Resolvent: test program

```python
"""Spontaneous emission of a two-level atom solved by the resolvent.

Result under test: with G(z) = 1/(z - w0 - R(z)), a weakly coupled excited atom
decays as exp(-A t/2) in amplitude, its frequency moves by the radiative shift,
and the emitted photon has a Lorentzian spectrum of full width A.
Symbols: w0 transition frequency, J(w) = eta*w*exp(-w/cut) coupling density,
cut = regulator frequency, R = self-energy, rho = spectral density of |e,0>,
z_p = pole of G on the second sheet, Z = its residue.
Model calculations use w0 = 1 and hbar = 1; the optical example uses SI units.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expi


def coupling_density(w, eta, cut):
    return eta * w * np.exp(-w / cut)


def shift_function(w, eta, cut):
    return eta * (-cut + w * np.exp(-w / cut) * expi(w / cut))


def second_sheet_pole(eta, cut):
    """Solve z = 1 + R(z) below the cut; return the pole and its residue."""
    z = 1.0 - 1e-6j
    for _ in range(40):
        s = z / cut
        f = -np.exp(-s) * (complex(mp.e1(-s)) + 2j * np.pi)
        z = 1.0 + eta * (-cut + z * f)
    s = z / cut
    f = -np.exp(-s) * (complex(mp.e1(-s)) + 2j * np.pi)
    derivative = eta * (f + s * (-f + 1 / s))
    return z, 1 / (1 - derivative)


def gauss_nodes(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# Block elimination against direct inversion of a small random Hamiltonian
rng = np.random.default_rng(4)
small_w = rng.uniform(0, 2, 6)
small_g = rng.normal(size=6) + 1j * rng.normal(size=6)
small_h = np.diag(np.r_[1.0, small_w]).astype(complex)
small_h[0, 1:] = small_g
small_h[1:, 0] = small_g.conj()
z_test = 0.7 + 0.3j
inverse = np.linalg.inv(z_test * np.eye(7) - small_h)
g_ee = 1 / (z_test - 1 - np.sum(abs(small_g)**2 / (z_test - small_w)))
assert abs(inverse[0, 0] - g_ee) < 1e-11
assert np.allclose(inverse[1:, 0], small_g.conj() * g_ee / (z_test - small_w),
                   atol=1e-11)

# Momentum-dipole relation for hydrogen 1s-2p, atomic units
norm = 1 / (3 * np.sqrt(2))
z_element = quad(lambda r: norm * r**4 * np.exp(-1.5 * r), 0, np.inf)[0]
p_element = quad(lambda r: norm * r**3 * np.exp(-1.5 * r), 0, np.inf)[0]
assert abs(p_element - (0.5 - 0.125) * z_element) < 1e-8

# Model parameters, shift and pole
eta, cut = 0.002, 5.0
rate_ww = 2 * np.pi * coupling_density(1.0, eta, cut)
shift_ww = shift_function(1.0, eta, cut)
near = quad(lambda w: coupling_density(w, eta, cut), 0, 2,
            weight='cauchy', wvar=1.0)[0]
far = quad(lambda w: coupling_density(w, eta, cut) / (w - 1), 2, np.inf)[0]
assert abs(-(near + far) - shift_ww) < 1e-8
z_p, residue = second_sheet_pole(eta, cut)
rate_pole, shift_pole = -2 * z_p.imag, z_p.real - 1
z_weak, _ = second_sheet_pole(eta / 10, cut)
error_strong = rate_pole / rate_ww - 1
error_weak = -2 * z_weak.imag / (rate_ww / 10) - 1
assert abs(error_strong) < 0.03
assert 8 < error_strong / error_weak < 12

# Diagonalization of the atom plus a discretized continuum
parts = [gauss_nodes(0, 0.5, 200), gauss_nodes(0.5, 1.5, 800),
         gauss_nodes(1.5, 75, 600)]
modes = np.concatenate([p[0] for p in parts])
weights = np.concatenate([p[1] for p in parts])
g = np.sqrt(coupling_density(modes, eta, cut) * weights)
ham = np.diag(np.r_[1.0, modes])
ham[0, 1:] = g
ham[1:, 0] = g
energies, vectors = eigh(ham)


def state(t):
    return vectors @ (vectors[0] * np.exp(-1j * energies * t))


# Spectral integral on fine panels
edges = np.linspace(0, 75, 7501)
x16, w16 = np.polynomial.legendre.leggauss(16)
half_panel = 0.5 * (edges[1] - edges[0])
grid = ((edges[:-1] + half_panel)[:, None] + half_panel * x16).ravel()
grid_w = np.tile(half_panel * w16, len(edges) - 1)


def spectral_density(w):
    j = coupling_density(w, eta, cut)
    return j / ((w - 1 - shift_function(w, eta, cut))**2 + (np.pi * j)**2)


rho_w = spectral_density(grid) * grid_w
total_weight = rho_w.sum()
assert eta * cut < 1 and abs(total_weight - 1) < 1e-7


def amplitude(t):
    return np.sum(rho_w * np.exp(-1j * grid * t))


times = [50.0, 100.0, 200.0, 300.0]
diag_amp = np.array([state(t)[0] for t in times])
integral_amp = np.array([amplitude(t) for t in times])
pole_amp = np.array([residue * np.exp(-1j * z_p * t) for t in times])
diag_error = np.max(abs(diag_amp - integral_amp))
pole_error = np.max(abs(integral_amp - pole_amp))
assert diag_error < 1e-3
assert pole_error < 1e-5
ratio = diag_amp[2] / diag_amp[1]
rate_diag = -2 * np.log(abs(ratio)) / 100
shift_diag = -np.angle(ratio * np.exp(1j * 100)) / 100
assert abs(rate_diag / rate_pole - 1) < 0.01
assert abs(shift_diag / shift_pole - 1) < 0.01

# Short-time quadratic law and long-time branch-point tail
t_short = 0.02
loss_short = 1 - abs(state(t_short)[0])**2
loss_formula = eta * cut**2 * t_short**2
assert abs(loss_short / loss_formula - 1) < 0.02
t_tail = 500.0
tail = amplitude(t_tail) - residue * np.exp(-1j * z_p * t_tail)
tail_formula = -eta / ((1 - eta * cut)**2 * t_tail**2)
assert abs(tail / tail_formula - 1) < 0.02

# Photon amplitudes during the decay, then the final spectrum
line = abs(modes - z_p.real) < 0.03
w_line = modes[line]
t_mid = 150.0
b_mid = state(t_mid)[1:][line] / g[line]
b_formula = (np.exp(-1j * w_line * t_mid)
             - np.exp(-1j * z_p * t_mid)) / (w_line - z_p)
assert np.max(abs(b_mid - b_formula)) < 0.01 * np.max(abs(b_formula))
t_late = 1500.0
late = state(t_late)
spectrum = abs(late[1:][line])**2 / weights[line]
exact_line = spectral_density(w_line)
spectrum_error = np.max(abs(spectrum - exact_line)) / exact_line.max()
assert spectrum_error < 0.01
fine = np.linspace(w_line[0], w_line[-1], 40001)
inverse_line = CubicSpline(w_line, 1 / spectrum)(fine)
inside = fine[inverse_line < 2 * inverse_line.min()]
width_diag = inside[-1] - inside[0]
peak_diag = fine[np.argmin(inverse_line)]
assert abs(width_diag / rate_pole - 1) < 0.015
assert abs(peak_diag - z_p.real) < 0.02 * rate_pole
lorentz = (rate_pole / (2 * np.pi)) / ((fine - z_p.real)**2 + rate_pole**2 / 4)
lorentz_error = np.max(abs(spectral_density(fine) - lorentz)) / lorentz.max()
assert lorentz_error < 0.02

# Optical example and explicit sum over the modes of a cubic box
wavelength = 500e-9
a0 = const.physical_constants['Bohr radius'][0]
dipole = const.e * a0
omega = 2 * np.pi * const.c / wavelength
A = omega**3 * dipole**2 / (3 * np.pi * const.epsilon_0 * const.hbar * const.c**3)
eta_si = A / (2 * np.pi * omega)
box, n_max = 1e-5, 40
n = np.arange(-n_max, n_max + 1)
nx, ny, nz = np.meshgrid(n, n, n, indexing='ij')
n2 = (nx**2 + ny**2 + nz**2).astype(float)
keep = (n2 > 0) & (n2 <= n_max**2)
mode_w = 2 * np.pi * const.c * np.sqrt(n2[keep]) / box
transverse = dipole**2 * (1 - nz[keep]**2 / n2[keep])
box_sum = np.sum(omega**2 * transverse
                 / (2 * const.epsilon_0 * const.hbar * mode_w * box**3))
top = 2 * np.pi * const.c * n_max / box
box_ratio = box_sum / (eta_si * top**2 / 2)
assert abs(box_ratio - 1) < 0.005


def shift_parts(cutoff):
    x = omega / cutoff
    linear = -eta_si * cutoff
    logarithmic = eta_si * omega * np.exp(-x) * expi(x)
    return linear / (2e6 * np.pi), logarithmic / (2e6 * np.pi)


cutoff = const.c / a0
lin1, log1 = shift_parts(cutoff)
lin2, log2 = shift_parts(2 * cutoff)
q = A / omega
crossover = brentq(lambda s: -s / 2 - np.log(q**3 / (2 * np.pi))
                   + 2 * np.log(s), 20, 400)

print("MODEL: frequencies in w0, times in 1/w0")
print(f"coupling eta = {eta:.4f} (dimensionless)")
print(f"cutoff = {cut:.1f} w0")
print(f"lowest-order rate 2 pi J(w0) = {rate_ww:.6f} w0")
print(f"rate from pole = {rate_pole:.6f} w0")
print(f"rate from diagonalization = {rate_diag:.6f} w0")
print(f"lowest-order shift = {shift_ww:.6f} w0")
print(f"shift from pole = {shift_pole:.6f} w0")
print(f"shift from diagonalization = {shift_diag:.6f} w0")
print(f"pole residue Z = {residue.real:.6f} {residue.imag:+.6f} i")
print(f"relative rate error at eta = {100*error_strong:.4f} %")
print(f"relative rate error at eta/10 = {100*error_weak:.4f} %")
print(f"integral of spectral density = {total_weight:.8f}")
for t, cd, cp in zip(times, diag_amp, pole_amp):
    print(f"t = {t:.0f}/w0: P diagonalized = {abs(cd)**2:.5f},"
          f" P pole = {abs(cp)**2:.5f}")
print(f"largest amplitude gap, diagonalization-integral = {diag_error:.1e}")
print(f"largest amplitude gap, integral-pole = {pole_error:.1e}")
print(f"short time = {t_short:.2f}/w0")
print(f"short-time loss, diagonalized = {loss_short:.4e}")
print(f"short-time loss, quadratic law = {loss_formula:.4e}")
print(f"tail time = {t_tail:.0f}/w0")
print(f"tail amplitude, real part = {tail.real:.4e}")
print(f"tail amplitude, formula = {tail_formula:.4e}")
print(f"photon spectrum read at t = {t_late:.0f}/w0")
print(f"photon line centre, diagonalized = {peak_diag:.5f} w0")
print(f"photon line full width, diagonalized = {width_diag:.6f} w0")
print(f"spectrum gap, diagonalized-exact = {100*spectrum_error:.3f} % of peak")
print(f"spectrum gap, exact-Lorentzian = {100*lorentz_error:.3f} % of peak")
print("OPTICAL EXAMPLE")
print(f"wavelength = {wavelength*1e9:.0f} nm")
print(f"dipole element = {dipole/(const.e*a0):.1f} e a0 = {dipole:.4e} C m")
print(f"angular frequency = {omega:.5e} rad/s")
print(f"decay rate A = {A:.4e} 1/s")
print(f"lifetime 1/A = {1e9/A:.2f} ns")
print(f"full linewidth A/(2 pi) = {A/(2e6*np.pi):.4f} MHz")
print(f"ratio A/w0 = {q:.3e}")
print(f"box mode sum / continuum formula = {box_ratio:.5f}")
print(f"cutoff c/a0 = {cutoff:.4e} rad/s = {cutoff/omega:.1f} w0")
print(f"linear shift/(2 pi) = {lin1:.2f} MHz")
print(f"logarithmic shift/(2 pi) = {log1:.3f} MHz")
print(f"linear shift/(2 pi), cutoff doubled = {lin2:.2f} MHz")
print(f"logarithmic shift/(2 pi), cutoff doubled = {log2:.3f} MHz")
print(f"tail overtakes exponential at = {crossover:.1f} lifetimes")
print("done: every assertion held")
```

It prints:

```
MODEL: frequencies in w0, times in 1/w0
coupling eta = 0.0020 (dimensionless)
cutoff = 5.0 w0
lowest-order rate 2 pi J(w0) = 0.010288 w0
rate from pole = 0.010204 w0
rate from diagonalization = 0.010209 w0
lowest-order shift = -0.011346 w0
shift from pole = -0.011377 w0
shift from diagonalization = -0.011380 w0
pole residue Z = 1.000893 -0.004155 i
relative rate error at eta = -0.8228 %
relative rate error at eta/10 = -0.0816 %
integral of spectral density = 1.00000000
t = 50/w0: P diagonalized = 0.60152, P pole = 0.60146
t = 100/w0: P diagonalized = 0.36075, P pole = 0.36111
t = 200/w0: P diagonalized = 0.12997, P pole = 0.13016
t = 300/w0: P diagonalized = 0.04711, P pole = 0.04692
largest amplitude gap, diagonalization-integral = 4.7e-04
largest amplitude gap, integral-pole = 8.1e-07
short time = 0.02/w0
short-time loss, diagonalized = 1.9913e-05
short-time loss, quadratic law = 2.0000e-05
tail time = 500/w0
tail amplitude, real part = -8.1622e-09
tail amplitude, formula = -8.1624e-09
photon spectrum read at t = 1500/w0
photon line centre, diagonalized = 0.98863 w0
photon line full width, diagonalized = 0.010208 w0
spectrum gap, diagonalized-exact = 0.061 % of peak
spectrum gap, exact-Lorentzian = 0.257 % of peak
OPTICAL EXAMPLE
wavelength = 500 nm
dipole element = 1.0 e a0 = 8.4784e-30 C m
angular frequency = 3.76730e+15 rad/s
decay rate A = 1.6209e+07 1/s
lifetime 1/A = 61.69 ns
full linewidth A/(2 pi) = 2.5797 MHz
ratio A/w0 = 4.303e-09
box mode sum / continuum formula = 0.99892
cutoff c/a0 = 5.6653e+18 rad/s = 1503.8 w0
linear shift/(2 pi) = -617.43 MHz
logarithmic shift/(2 pi) = -2.765 MHz
linear shift/(2 pi), cutoff doubled = -1234.85 MHz
logarithmic shift/(2 pi), cutoff doubled = -3.050 MHz
tail overtakes exponential at = 139.0 lifetimes
done: every assertion held
```
